Scaled self-interaction correction: one-electron limit, uniform gas and asymptotic potential

**1. The decision at stake**

Suppose a calculation needs the outer part of the electron distribution: a diffuse excited state, a weakly bound anion, or an ionization energy read from the highest occupied level. A semilocal functional gives an exchange-correlation (xc) potential that dies off too quickly there. The full Perdew-Zunger correction restores a tail −1/r, but it also acts where many orbitals overlap and where the semilocal functional may need no repair. The Vydrov scaling factor weakens the correction in such regions. Before choosing it, and before choosing its exponent k, one must know what becomes of the tail. Its strength drops from 1 to X_H, the scaling factor of the highest orbital H, and the potential also approaches a constant that is in general not zero.

**2. Definitions**

Hartree atomic units are used. Take one spin channel with orthonormal occupied orbitals φ_i, real unless stated otherwise, and define

n_i = |φ_i|²,  n = Σ_i n_i,

τ = ½ Σ_i |∇φ_i|²,  τ_W = |∇n|²/(8n),

z = τ_W/τ,  f = z^k,

X_i = ∫ f n_i dr / ∫ n_i dr.

For a normalized orbital the denominator is 1 and X_i is the integral of (τ_W/τ)^k times the orbital density. The denominator is kept because it affects the derivative in section 5. The corrected energy is

E = E_DFA − Σ_i X_i D_i,

D_i = J[n_i] + E_xc[n_i,0].

Here E_DFA is the energy with the approximate functional, J is the classical Coulomb energy of a density with itself, and E_xc[n_i,0] is the approximate xc energy of a fully spin-polarized density n_i. The sum runs over both spin channels, each with its own n and τ. For the exact functional D_i would vanish for a one-electron ground-state density, so D_i measures the self-interaction error of orbital i. Setting k = 0, with f = 1 everywhere, gives the unscaled correction.

**3. One electron**

The factor works because z equals 1 where only one real orbital is present. To see this, expand the square in

½ Σ_ij |φ_i∇φ_j − φ_j∇φ_i|²
= Σ_i φ_i² Σ_j |∇φ_j|² − |Σ_i φ_i∇φ_i|².

The first product on the right is 2nτ. Since ∇n = 2Σ_i φ_i∇φ_i, the last term is |∇n|²/4. Dividing by 2n, and counting each pair once, gives

τ − τ_W = (1/2n) Σ_{i<j} |φ_i∇φ_j − φ_j∇φ_i|².  (1)

The right side is never negative, so 0 ≤ z ≤ 1 and 0 ≤ X_i ≤ 1. Raising k can therefore lower X_i but cannot raise it. A small z does not require orbitals of comparable density. With two orbitals in a spherical system, at a radius where the gradient of the dominant one vanishes, z equals the share of the weaker one in n and can be close to zero.

With one real orbital there are no pairs. Then τ_W = τ, f = 1 and X = 1 for every k. If this is the only electron, the energy is

E = T + ∫ v_ext n dr + J[n] + E_xc[n,0] − (J[n] + E_xc[n,0])
= T + ∫ v_ext n dr,

where T is the kinetic energy. This is the exact one-electron energy expression, whatever approximation was made in E_xc. A two-electron system with one real orbital in each spin channel also has X = 1 in both channels, so there the scaled and unscaled corrections coincide.

The word "real" matters. Write a complex orbital as φ = |φ|e^{iS}. Then

|∇φ|² = |∇|φ||² + n|∇S|²,  τ_W = ½|∇|φ||².

With the current density j = Im(φ*∇φ) = n∇S, it follows that

τ − τ_W = ½ n|∇S|² = |j|²/(2n).

A single orbital that carries a current thus has X < 1 for k > 0, and part of its self-interaction error stays. The orbital (x + iy)exp(−r²/2) has X = 0.546 at k = 1. Replacing τ by τ − |j|²/(2n) in the factor brings X back to 1. A constant phase has ∇S = 0 and does no harm.

**4. The uniform gas**

In a uniform gas ∇n = 0 while τ > 0. Hence τ_W = 0, and for every k > 0

f = 0 at each point,  X_i = 0 for each orbital.

The corrected functional then returns the energy of E_DFA. If E_DFA is right for the uniform gas, it stays right.

The result does not depend on how the occupied orbitals are chosen, because a unitary mixing of them changes neither n nor τ. This matters for the unscaled correction. An orbital spread evenly over a volume V has n_i = 1/V. Its Coulomb energy scales as V^(−2)·V^(5/3) = V^(−1/3), and its local exchange energy, proportional to ∫n_i^(4/3) dr, scales in the same way. So D_i vanishes as V grows. An orbital localized in a region of fixed size has no such reason to lose its D_i, and the unscaled correction can then spoil the uniform gas. The factor X_i removes it in both cases.

Now let a weak external potential of strength λ modulate the gas. To leading order the density change is proportional to λ, so

∇n ∝ λ,  z ∝ λ²,  X_i ∝ λ^(2k).

Seven same-spin fermions on a ring serve as a one-dimensional stand-in. Without modulation, the mean X and the X of a localized orbital are zero to rounding, although the localized density peaks at 7 times its mean. With a cosine potential, doubling λ from 0.05 to 0.10 Ha multiplies the mean X by 4.001 for k = 1 and by 16.007 for k = 2. The expected leading-order factors are 4 and 16.

This bears on the choice of k. The energy of linear response is itself of order λ². If the D_i stay finite, a correction with k = 1 enters at that same order and can change the response of the nearly uniform gas. For k > 1 it enters at a higher order.

**5. The potential acting on an orbital**

Define the potential v_i of orbital i, kinetic part excluded, by

δE = 2 ∫ v_i φ_i δφ_i dr.

The factor 2 comes from δn_i = 2φ_iδφ_i. With this convention an energy ∫vn dr gives back the potential v. The correction −Σ_j X_jD_j changes in three ways when φ_i changes.

First, D_i changes. Let u[n_i] be the Coulomb potential of n_i and v_xc[n_i,0] the derivative of E_xc[n_i,0]. Then

δD_i = ∫ (u[n_i] + v_xc[n_i,0]) 2φ_iδφ_i dr,

which contributes −X_i(u[n_i] + v_xc[n_i,0]) to v_i.

Second, X_i changes through n_i, with f held fixed. The quotient rule at ∫n_i dr = 1 gives

δX_i = ∫ (f − X_i) 2φ_iδφ_i dr,

which contributes −D_i(f − X_i). The term −X_i inside the bracket comes from the denominator of X_i.

Third, f changes, and with it every X_j. With W = Σ_j D_jn_j the energy change is −∫Wδf dr. Call its contribution to the potential −w_i, so that ∫Wδf dr = 2∫w_iφ_iδφ_i dr. From f = (τ_W/τ)^k,

δf = k f (δτ_W/τ_W − δτ/τ),

δτ_W/τ_W = 2∇n·∇δn/|∇n|² − δn/n,

δτ = ∇φ_i·∇δφ_i.

Set q = k f W. Integration by parts moves the gradients off δn and δφ_i; the surface terms vanish for a finite system:

∫ W δf dr = ∫ [−2∇·(q∇n/|∇n|²) − q/n] δn dr
+ ∫ ∇·(q∇φ_i/τ) δφ_i dr.

Inserting δn = 2φ_iδφ_i and dividing by 2φ_i gives

w_i = −2∇·(q∇n/|∇n|²) − q/n + ∇·(q∇φ_i/τ)/(2φ_i).  (2)

Because q contains |∇n|^(2k), the first flux behaves as |∇n|^(2k−2)∇n near a point where the density gradient vanishes while n and τ do not. Its divergence goes as |∇n|^(2k−2), which stays finite there for k ≥ 1. For smaller positive k it can be singular, so k ≥ 1 is assumed from here on. This does not make w_i finite everywhere. The last term of (2) divides by φ_i and in general has a pole on a node of φ_i; only the product w_iφ_i, which enters the orbital equation, stays finite there.

The xc potential acting on orbital i is therefore

v_xc,i = v_xc − X_i(u[n_i] + v_xc[n_i,0]) − D_i(f − X_i) − w_i.  (3)

**6. Why the response term dies out**

Consider first a single orbital φ. Then f = 1, n = φ², q = kDφ² and τ = ½|∇φ|². With A = ∇φ/|∇φ|², which satisfies A·∇φ = 1, the terms of (2) are

first: −kD∇·(φA) = −kD(1 + φ∇·A),

second: −kD,

third: ∇·(2kDφ²A)/(2φ) = kD(2 + φ∇·A).

They add to zero. Since f − X also vanishes, (3) reduces to v_xc − u − v_xc = −u, which cancels the electron's own Coulomb potential. One-electron exactness thus holds for the potential as well as for the energy.

Now take a finite system and go far out, where a nondegenerate orbital H dominates. Let ρ = φ_a/φ_H for an inner orbital a, and assume that ρ decays exponentially. Since

φ_H∇φ_a − φ_a∇φ_H = φ_H²∇ρ,

and since n ≈ φ_H² and τ ≈ ½|∇φ_H|², equation (1) gives for each inner orbital a contribution

1 − z ≈ |∇ρ|² φ_H²/|∇φ_H|².

This is quadratic in ρ. Varying φ_H changes ρ by −ρδφ_H/φ_H and leaves the expression quadratic in ρ. Integration by parts brings in further derivatives of exponentials, but no lower power of ρ. So w_H is of order ρ², the density ratio of the inner orbital to H, up to powers of r. It vanishes exponentially.

**7. The asymptotic potential**

Assume also that v_xc of the semilocal functional falls off faster than 1/r. Far out, u[n_H] → 1/r, f → 1 and w_H → 0. Equation (3) becomes

v_xc,H → −X_H/r − (1 − X_H)D_H.  (4)

The Coulomb part has the strength X_H, because the correction removes only the fraction X_H of the orbital's interaction with itself. For nuclear charge Z and N electrons, the external and total Coulomb potentials add −(Z − N)/r.

The constant arises because X_H changes with n_H even when f is held fixed, the second of the three changes in section 5. The term −D_Hf(r) is zero where z = 0 and equals −D_H in the tail. For D_H > 0 this term lowers the outer region relative to regions of small z, a difference that does not depend on the zero of the potential. It does not act alone: in the example of section 9 it is at most 0.019 Ha, while −w_H reaches about +0.15 Ha near 0.9 bohr and is about −0.05 Ha at 1.7 bohr, where it reverses the sign of the step. The zero of the potential is partly a convention. If the denominator of X_i were dropped, the constant would be −D_H instead of −(1 − X_H)D_H. The potential would then be lower by X_HD_H at every point, the orbital energy would fall by the same amount, and the orbital would not change. An orbital energy must be measured from the constant before it is used to estimate the decay length of the orbital.

If the variation of X_i is left out of the potential altogether, the tail is −X_H/r without a constant. That potential is, however, not the derivative of the stated energy.

Equation (4) also tells what a diffuse level feels. In a pure potential −X_H/r, rescaling lengths by 1/X_H turns the problem into that of hydrogen with all energies multiplied by X_H². If the outer part of the potential of H is used for empty orbitals of a neutral system, the levels that stay far out, such as those of high angular momentum, are compressed by this factor when their energies are measured from the constant. Levels that reach the inner region deviate, and at a node of φ_H that potential has a pole.

The argument has limits. On a nodal surface of φ_H the ratio ρ is not small. If the highest level is degenerate, several orbitals decay alike and the exponential estimate fails. Neither case is covered by (4). The exponential decay of ρ is itself an assumption. In a self-consistent solution the orbital equations are coupled through off-diagonal Lagrange multipliers, an inner orbital can then inherit the tail of H, and ρ need not decay exponentially. The example of section 9 uses prescribed orbitals and does not test that case.

**8. When the correction uses mixed orbitals**

The correction is not invariant under a mixing of the occupied orbitals, and one may evaluate it with localized combinations. Let ψ_j be orbitals of which ψ_H alone dominates far out, and let φ_i = Σ_j U_ijψ_j with a real orthogonal U that is held fixed when the ψ_j vary. A change δψ_H gives δφ_i = U_iHδψ_H, and far out φ_i → U_iHψ_H. Each potential term therefore acquires the weight U_iH². Since n and τ are unchanged by the mixing, f → 1 as before. The response term still dies out, now with W → Σ_i U_iH²D_i ψ_H². The result is

v_xc,H → −(1/r) Σ_i U_iH²X_i − Σ_i U_iH²D_i(1 − X_i).

The weights add to 1, so the tail strength is an average of the factors of the mixed orbitals. It is in general not the factor computed from ψ_H itself.

**9. A two-orbital example**

Take a neutral spherical model with nuclear charge 2 and two electrons of the same spin. The orbitals are prescribed, not self-consistent:

φ_1 ∝ e^(−3r),  φ_H ∝ (1 − cr)e^(−r).

Orthogonality requires

∫_0^∞ r²(1 − cr)e^(−4r) dr = 2/4³ − 6c/4⁴ = 0,

so c = 4/3 per bohr. The functional is local spin-density exchange; correlation is left out. The self-interaction errors are

D_1 = 0.93750 − 0.80411 = 0.13339 Ha,

D_H = 0.15434 − 0.13559 = 0.01875 Ha.

For k = 1 the factors are X_1 = 0.938 and X_H = 0.802. The unscaled correction is −0.1521 Ha, and the scaled one is

−(0.93765 × 0.13339 + 0.80193 × 0.01875) = −0.1401 Ha.

About 92% of the energy correction survives, but only 80% of the tail strength. The energy correction is dominated by the inner orbital, whose factor is larger, while the tail depends on X_H alone. About 70% of 1 − X_H comes from r > 1.55 bohr, where H carries more than 90% of the density: z drops to about 0.015 at 1.7 bohr, near the outer extremum of φ_H. Raising k to 2 and 3 lowers X_H to 0.762 and 0.740. A larger k, which protects the nearly uniform gas better, thus costs tail strength here.

The constant for k = 1 is

−(1 − 0.8019) × 0.01875 = −0.0037 Ha = −0.10 eV.

It equals the Coulomb part in size at r = 0.8019/0.003714 ≈ 216 bohr. At 20 bohr the Coulomb part is still about ten times larger, but a tail strength read from r·v_H without subtracting the constant would already be wrong by 0.0037 × 20 = 0.07. The compression factor of section 7 is 0.802² = 0.64.

The potential formula was tested against finite differences of the energy for k = 1 and 2; the largest relative deviation was 3 × 10⁻⁸. The potential at two distant radii then gives, for k = 1, a tail strength of 0.8019, in agreement with X_H.

The limit is approached slowly. After the constant is subtracted, r·v_H is −0.875 at 5 bohr, −0.811 at 10 bohr and −0.802 at 20 bohr. The response term is not the cause: it is already about −6 × 10⁻⁹ Ha at 5 bohr. To find the cause, write u[n_H] = 1/r − p, where p comes from the charge of H outside r. With n ≈ n_H and the inner charge fully enclosed, u[n] ≈ 2/r − p. The nuclear term −2/r cancels, and what remains beyond the limit is

−(1 − X_H)(p + |v_x[n_H,0]|).

Here p decays like the density, apart from powers of r, but the local exchange potential v_x is proportional to n_H^(1/3) and decays at one third of that rate. The exchange term therefore sets the pace.

A separate test sets E_xc = 0, so that D_i = J[n_i], and extracts the tail from energy differences alone. With the original orbitals the strength is 0.802. With the two orbitals, both taken positive at the nucleus, mixed into cos 30° φ_1 − sin 30° φ_H and sin 30° φ_1 + cos 30° φ_H, the factors are 0.8504 and 0.8892, and the weights of H in them are 1/4 and 3/4. Section 8 predicts

0.25 × 0.8504 + 0.75 × 0.8892 = 0.8795,

and the energy differences give 0.8795. The same density thus has a different tail strength, 0.88 instead of 0.80, because other orbitals were used in the correction. A rotation by 30° in the opposite sense gives the factors 0.957 and 0.783, and the formula of section 8 then gives 0.83. A value of X_H should therefore be reported together with k and the choice of orbitals. The remaining values are in the numerical output.

Computed results

```
ONE ELECTRON, k=1 (dimensionless)
X, real two-centre orbital        = 1.000000
X, current-carrying orbital       = 0.545611
X, same with current term removed = 1.000000
RING OF 7 FERMIONS, circumference 2 pi bohr
uniform, k=1: mean X = 1.8e-34, localized X = 2.2e-34
peak/mean density of the localized orbital = 7.000
k=1: mean X at lambda=0.05, 0.10 Ha = 5.2064e-07, 2.0829e-06; ratio 4.001
k=2: mean X at lambda=0.05, 0.10 Ha = 4.0663e-13, 6.5090e-12; ratio 16.007
TWO-ORBITAL MODEL, local spin-density exchange only
nuclear charge = 2, exponents = 3, 1 1/bohr, c = 1.333333 1/bohr
k=1: X_1 = 0.937651, X_H = 0.801928; scaled correction = -0.140107 Ha
k=2: X_1 = 0.907938, X_H = 0.761731; scaled correction = -0.135390 Ha
k=3: X_1 = 0.886670, X_H = 0.739929; scaled correction = -0.132144 Ha
unscaled correction = -0.152137 Ha
orbital 1: J = 0.937500, E_x = -0.804112, D = 0.133388 Ha
orbital H: J = 0.154337, E_x = -0.135587, D = 0.018750 Ha
largest relative error of potential formula = 3.1e-08
k=1: tail coefficient = 0.801929, constant = -0.003714 Ha
k=2: tail coefficient = 0.761732, constant = -0.004467 Ha
k=1 constant in eV = -0.1011
k=1: r (bohr), v_H (Ha), r*(v_H - constant), 1-z, w_H (Ha)
  2.998  -0.312655  -0.926112   8.4e-04  -2.1e-04
  4.998  -0.178774  -0.874899   3.5e-08  -6.1e-09
  9.998  -0.084786  -0.810533   0.0e+00  -2.5e-17
 20.002  -0.043807  -0.801964   0.0e+00  -1.3e-17
 30.002  -0.030443  -0.801928   0.0e+00   4.1e-18
TAIL FROM ENERGY DIFFERENCES, E_xc=0, k=1
mixing 0 deg: X = 0.93765, 0.80193
  coefficient 0.80193 (formula 0.80193), constant -0.03057 Ha (formula -0.03057)
mixing 30 deg: X = 0.85037, 0.88921
  coefficient 0.87951 (formula 0.87950), constant -0.04137 Ha (formula -0.04137)
```
